# Coupling of d² ¹D with ds ¹D and its extension to dᴺ

An atom has an open d shell and a nearby s orbital. The configurations $d^N$ and $d^{N-1}s$ have the same parity, so terms with equal $L$ and $S$ can mix. The Hamiltonian is non-relativistic, both configurations use the same orthonormal orbitals, and any other shells are closed. The radial functions $P_d=rR_d$ and $P_s=rR_s$ are real. The problem is to find the mixing element, first for two electrons and then for any $N$.

Spherical tensors are $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, with Condon–Shortley phases. Reduced elements are defined by

$$\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle .$$

## (a) Which parts of the Hamiltonian contribute?

**Question.** Find the radial integrals that can enter, and the angular factors for the individual electrons.

**Solution.** The configurations differ by one orbital, so a one-electron operator could contribute through $\langle d|F|s\rangle$. The kinetic energy, the nuclear attraction and the direct and exchange fields of closed shells are all rotational scalars. They cannot join $l=0$ to $l=2$. What remains is the repulsion between active electrons,

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2)$$

in atomic units. The angular part of an s orbital is $Y_{00}=1/\sqrt{4\pi}$, hence

$$C^k_q|s\rangle_{\rm ang}=\sqrt{\frac{4\pi}{2k+1}}\,\frac{Y_{kq}}{\sqrt{4\pi}}=\frac{|k\,q\rangle}{\sqrt{2k+1}} .$$

Projection on a d orbital requires $k=2$ and gives $1/\sqrt5$. One radial integral survives:

$$R^2(dd,ds)=\int_0^\infty\!\!\int_0^\infty P_d(r_1)P_d(r_2)\frac{r_<^2}{r_>^3}P_d(r_1)P_s(r_2)\,dr_1dr_2 .$$

One electron goes from s to d while another stays in the d shell, possibly changing its $m$. The second electron needs $\langle d\|C^2\|d\rangle$. Take $m=q=0$, with $P_2$ the Legendre polynomial:

$$\langle20|C^2_0|20\rangle=\frac52\int_{-1}^1P_2^3\,dx=\frac52\cdot\frac4{35}=\frac27 .$$

The corresponding 3j symbol has the square $\tfrac12\int P_2^3dx=2/35$ and a negative sign. Therefore

$$\langle d\|C^2\|d\rangle=\frac{2/7}{-\sqrt{2/35}}=-\sqrt{\frac{10}7}.$$

## (b) Recoupling when one electron starts in s

**Question.** Let $T^2$ act on a group of electrons and $C^2$ on one further electron. Evaluate the angular element of $T^2\cdot C^2$ between $|(L'\,d)LM\rangle$ and $|(L_1\,s)L_1M\rangle$.

**Solution.** By part (a), $C^2_{-q}$ turns s into $|2,-q\rangle/\sqrt5$. With $M'=M+q$ the element is

$$\mathcal A=\frac1{\sqrt5}\sum_q(-1)^q\langle L'M',2\,{-q}|LM\rangle\langle L'M'|T^2_q|L_1M\rangle .$$

Write the Clebsch–Gordan coefficient as a 3j symbol:

$$\langle L'M',2\,{-q}|LM\rangle=(-1)^{L'+M}\sqrt{2L+1}\begin{pmatrix}L'&2&L\\M'&-q&-M\end{pmatrix}.$$

The Wigner–Eckart theorem gives the other factor. Reversing all three projections in its 3j symbol costs $(-1)^{L'+L_1}$, so

$$\langle L'M'|T^2_q|L_1M\rangle=(-1)^{L'-M'+L'+L_1}\begin{pmatrix}L'&2&L_1\\M'&-q&-M\end{pmatrix}\langle L'\|T^2\|L_1\rangle .$$

The total phase exponent is $q+(L'+M)+(L'-M')+(L'+L_1)$. Since $M'-M=q$, it reduces to $3L'+L_1$, a sign $(-1)^{L'+L_1}$ that does not depend on $q$. The sum over the product of 3j symbols is then their orthogonality relation, equal to $\delta_{LL_1}/(2L+1)$. Thus

$$\mathcal A=\delta_{LL_1}\frac{(-1)^{L+L'}}{\sqrt{5(2L+1)}}\langle L'\|T^2\|L\rangle .$$

The condition $L_1=L$ expresses the fact that an s electron brings no orbital angular momentum.

## (c) The two-electron element

**Question.** Find $\langle d^2\,{}^1D|H|ds\,{}^1D\rangle$. Does $ds\,{}^3D$ also couple to $d^2$?

**Solution.** Let $\chi_0$ be the singlet spin function. The normalised ket, with coupling order $(d,s)$, is

$$|ds\,{}^1D,M\rangle=\frac1{\sqrt2}\big[d_M(1)s(2)+s(1)d_M(2)\big]\chi_0 .$$

The plus sign results from the antisymmetry of $\chi_0$. The $d^2$ function with $L=2$ is symmetric in space, because exchanging the electrons in the coupling coefficient gives $(-1)^{2+2-L}=+1$. The two terms of the ket therefore contribute equally, which gives a factor $2/\sqrt2=\sqrt2$.

For one term, use part (b) with a single d electron in the group: $L'=L=2$ and $\langle L'\|T^2\|L\rangle=\langle d\|C^2\|d\rangle$. The recoupling factor is $1/5$, so

$$\langle d^2\,{}^1D|H|ds\,{}^1D\rangle=\sqrt2\cdot\frac15\left(-\sqrt{\frac{10}7}\right)R^2=-\sqrt{\frac{20}{175}}\,R^2,$$

$$\boxed{\langle d^2\,{}^1D|H|ds\,{}^1D\rangle=-\frac2{\sqrt{35}}\,R^2(dd,ds)\approx-0.3381\,R^2(dd,ds)} .$$

The sign depends on phases: reversing $P_s$ changes the sign of $R^2$ and of the element. The energies depend on the square, which is unaffected.

The $ds\,{}^3D$ function is antisymmetric in space with $L=2$. The Pauli principle allows no such function in $d^2$, so this triplet has no partner there. The coupling acts on the singlet alone and so changes the singlet–triplet separation of $ds$.

## (d) Any number of d electrons

**Question.** Let $\psi=\alpha LS$ be a term of $d^N$ and $\psi_1=\alpha_1L_1S_1$ a term of $d^{N-1}$. Express their coupling, after s is added to $\psi_1$, through coefficients of fractional parentage. Does one coefficient suffice?

**Solution.** The antisymmetrised ket is a sum of $N$ signed terms, one for each electron that may occupy s, with normalisation $1/\sqrt N$. The bra is antisymmetric, so all $N$ terms contribute equally:

$$\langle\psi|H|\psi_1s,LS\rangle=\sqrt N\,\Big\langle\psi\Big|\sum_{i<j}\frac1{r_{ij}}\Big|\psi_1(1\ldots N{-}1)\,s(N)\Big\rangle .$$

A pair that excludes electron $N$ leaves it in s, orthogonal to the bra. Only the pairs $(i,N)$ remain. Now separate electron $N$ in the bra:

$$|\psi\rangle=\sum_{\psi'}|\psi'(1\ldots N{-}1)\,d(N);LS\rangle\,(\psi'|\}\psi).$$

The numbers $(\psi'|\}\psi)$ are the parentage coefficients, and their squares sum to one. Let $u^2$ be the one-electron tensor with $\langle d\|u^2\|d\rangle=1$, and $U^2=\sum_{i<N}u^2(i)$. Within the d shell,

$$\sum_{i<N}C^2(i)=\langle d\|C^2\|d\rangle\,U^2 .$$

The repulsion does not act on spin, so $S'=S_1$. Part (b) with $T^2=\sum_{i<N} C^2(i)$ supplies the orbital factor. The constants combine as

$$\sqrt N\left(-\sqrt{\frac{10}7}\right)\frac1{\sqrt{5(2L+1)}}=-\sqrt{\frac{2N}{7(2L+1)}} ,$$

and the result is

$$\boxed{\begin{aligned}\langle\psi|H|\psi_1s,LS\rangle=&-\delta_{LL_1}\sqrt{\frac{2N}{7(2L+1)}}\,R^2(dd,ds)\\&\times\sum_{\psi'}(-1)^{L+L'}(\psi'|\}\psi)\,\langle\psi'\|U^2\|\psi_1\rangle .\end{aligned}}$$

Each term contains one parentage coefficient and one $U^2$ element, but in general several terms are needed. The parent $\psi'$ of the final state need not be the starting term $\psi_1$, because the electron that stays in the d shell can change the term of the group. For $N=2$ the group is a single d electron: the coefficient and the $U^2$ element are both 1, and the prefactor is $-\sqrt{4/35}$, as in part (c).

The formula was tested against a direct evaluation with determinants for every pair allowed by $L_1=L$ and spin coupling: 1, 7, 19 and 1 pairs for $N=2,3,4,9$.

## (e) A selection rule from the active pair

**Question.** Two electrons take part in the process. What does their angular momentum imply for terms of $d^N$ with $S=N/2$?

**Solution.** The initial pair is $ds$, with $L=2$. The repulsion conserves the pair's $L$ and $S$. A $d^2$ pair with $L=2$ is a singlet, so both pairs are ${}^1D$. Let $D_M^\dagger$ create the normalised pair $d^2\,{}^1D,M$, and let $B_M$ remove the pair $ds\,{}^1D,M$. A two-body operator is fixed by its elements between normalised pair states, hence

$$H_{d^{N-1}s\to d^N}=X\sum_MD_M^\dagger B_M,\qquad X=-\frac2{\sqrt{35}}R^2(dd,ds).$$

This operator identity was also tested. The number found in part (c) therefore determines the coupling for every $N$; the rest is the structure of the d-shell states.

In a term with $S=N/2$, the component $M_S=N/2$ has all spins up. Removing a singlet pair requires one up and one down spin, so $D_M$ gives zero on this state. Such terms do not couple to $d^{N-1}s$ through this interaction. For $d^3$ these are ${}^4P$ and ${}^4F$. This is the one case where the rule adds to $L_1=L$: for $N=2,4,5$ the terms with $S=N/2$ have no partner of equal $L$ and $S$ in $d^{N-1}s$. For $N>5$ no term has $S=N/2$, and the terms of highest spin can couple; for example, $d^6\,{}^5D$ with $d^5({}^4D)s$ has a squared coupling of 0.057 in units of $(R^2)^2$.

## (f) The cancellation in d³ ⁴F

**Question.** Verify by hand that the parent sum vanishes for $d^3\,{}^4F$ with $d^2({}^3F)s$. What would the starting parent give by itself?

**Solution.** Take all spins up and let $\{a,b\}$ denote a normalised determinant with $m=a,b$. The state ${}^4F$ with $M=3$ is $\{2,1,0\}$, the sole all-up determinant with that $M$. Expanding in the last electron,

$$\{2,1,0\}=\frac1{\sqrt3}\big[\{2,1\}\,0-\{2,0\}\,1+\{1,0\}\,2\big].$$

The pair states follow by lowering ${}^3F,M=3=\{2,1\}$. With $L_-|2\rangle=2|1\rangle$ and $L_-|1\rangle=\sqrt6|0\rangle$, one step gives $|F,2\rangle=\{2,0\}$. The next, with $L_-|0\rangle=\sqrt6|{-1}\rangle$, gives the first line below; orthogonality gives the second:

$$|F,1\rangle=\frac{2\{1,0\}+\sqrt6\{2,-1\}}{\sqrt{10}},$$

$$|P,1\rangle=\frac{2\{2,-1\}-\sqrt6\{1,0\}}{\sqrt{10}} .$$

*Parentage.* The ${}^3P$ coefficient is the amplitude of $|P,1\rangle|2\rangle$, whose coupling coefficient is 1:

$$c_P=\frac1{\sqrt3}\left(-\sqrt{\frac35}\right)=-\frac1{\sqrt5}.$$

The amplitude of $|F,3\rangle|0\rangle$ is $1/\sqrt3$, and $\langle33,20|33\rangle=\sqrt{5/12}$. Thus $c_F=\sqrt{12/15}=2/\sqrt5$. The squares sum to $1/5+4/5=1$.

*Tensor elements.* A diagonal rank-2 element in a d orbital is proportional to $3m^2-l(l+1)=3(m^2-2)$. The value $2/7$ at $m=0$ fixes $\langle2m|C^2_0|2m\rangle=(2-m^2)/7$. Dividing by $-\sqrt{10/7}$,

$$\langle2m|u^2_0|2m\rangle=\frac{m^2-2}{\sqrt{70}} .$$

On $\{2,1\}$ the sum is $(2-1)/\sqrt{70}$. On $\{1,0\}$ and $\{2,-1\}$ it is $-3/\sqrt{70}$ and $1/\sqrt{70}$. Hence

$$\langle P,1|U^2_0|F,1\rangle=\frac{6\sqrt6+2\sqrt6}{10\sqrt{70}}=\frac{4\sqrt6}{5\sqrt{70}} .$$

The 3j symbols needed are $\sqrt{5/84}$ for $F$–$F$ at $M=3$ and $\sqrt{2/35}$ for $P$–$F$ at $M=1$. Division gives

$$\langle F\|U^2\|F\rangle=\frac{\sqrt6}5,\qquad\langle P\|U^2\|F\rangle=\frac{2\sqrt6}5 .$$

Both phases $(-1)^{L+L'}$ are $+1$, so the sum is

$$-\frac1{\sqrt5}\frac{2\sqrt6}5+\frac2{\sqrt5}\frac{\sqrt6}5=0 .$$

With the prefactor $-\sqrt{6/49}$, each contribution has magnitude $0.1533\,R^2$. Keeping just the starting parent ${}^3F$ would thus predict a coupling where there is none. Reversing the overall sign of ${}^4F$ reverses both coefficients and leaves the cancellation unchanged.

For doublets the sum need not vanish. For $d^3\,{}^2G$ with $d^2({}^1G)s$, the parents ${}^1D$ and ${}^1G$ give $-0.1154+0.3175=0.2020$ in units of $R^2$ (the terms are rounded separately). The starting parent alone would be too large by 57% of the full value.

There are two ${}^2D$ terms in $d^3$. The one with seniority $v=1$ is built by adding a ${}^1S$ pair to a single d electron; the one with $v=3$ is orthogonal to it. Their squared couplings to $d^2({}^1D)s$ are 0.0143 and 0.0551 in units of $(R^2)^2$. If the repulsion within $d^3$ mixes them, these values are redistributed, but their sum, 0.0694, is unchanged because it is the squared length of a projection on the two-dimensional ${}^2D$ space.

## (g) The nearly full shell

**Question.** Find the magnitude of the coupling of $d^9\,{}^2D$ with $d^8({}^1D)s$ without parentage coefficients.

**Solution.** Use the pair operator of part (e), with

$$B_M=\frac1{\sqrt2}\left(s_\downarrow d_{M\uparrow}-s_\uparrow d_{M\downarrow}\right).$$

First move the d annihilator to the left of $D_M^\dagger$. The commutator $[D_M^\dagger,d_{M\sigma}]$ is linear in d creation operators, which carry rank 2. Summed over $M$ it must be an orbital scalar, of rank 0, so it vanishes. The reordering is therefore free of extra terms.

Let the s electron have spin up and let $d^8\,{}^1D$ have projection $M_0$. Now $D_M^\dagger$ acts first and fills the shell. The state $D_M|d^{10}\rangle$ is a normalised $d^8\,{}^1D$ state with projection $-M$, since every pair state is occupied once in the full shell. So just $M=-M_0$ contributes, with an amplitude of modulus 1. Then $s_\uparrow$ empties the s orbital and $d_{-M_0\downarrow}$ leaves a normalised $d^9\,{}^2D$ state. The factor that remains is $1/\sqrt2$:

$$|\langle d^9\,{}^2D|H|d^8({}^1D)s\rangle|=\frac{|X|}{\sqrt2}=\sqrt{\frac2{35}}\,|R^2|\approx0.2390\,|R^2| .$$

The parent sum of part (d) reaches the same value through three terms, $0.0956-0.1024+0.2459$ for ${}^1S$, ${}^1D$ and ${}^1G$. Here the starting parent even has the wrong sign relative to the total.

## (h) Energies in a two-level model

**Question.** Let the unmixed levels be $ds\,{}^1D$ at 0 and $d^2\,{}^1D$ at $\Delta=10000$ cm⁻¹. Take $P_d\propto r^3e^{-2.5r}$ and $P_s\propto r^4e^{-1.2r}$, with $r$ in bohr. Find the mixed levels and judge the weak-coupling estimate.

**Solution.** The parameters are round model values and represent no particular atom. The mean radii are $3.5/2.5=1.40$ bohr for d and $4.5/1.2=3.75$ bohr for s. To find $R^2$, first integrate over the electron that stays in d:

$$y(r)=\frac1{r^3}\int_0^rP_d^2(t)\,t^2dt+r^2\int_r^\infty\frac{P_d^2(t)}{t^3}dt,$$

$$R^2(dd,ds)=\int_0^\infty P_d(r)P_s(r)\,y(r)\,dr .$$

With normalised functions this gives $R^2=18925$ cm⁻¹ (0.0862 hartree). The coupling is

$$V=-0.33806\times18925\approx-6398\ \text{cm}^{-1}.$$

The eigenvalues of the matrix with diagonal $0,\Delta$ and off-diagonal $V$ are

$$E_\pm=\frac\Delta2\pm\sqrt{\left(\frac\Delta2\right)^2+V^2}=5000\pm8120\ \text{cm}^{-1},$$

so the levels lie at $-3120$ and $13120$ cm⁻¹. Each has moved by 3120 cm⁻¹ away from the other. The first row of the eigenvalue equation gives the ratio of $d^2$ to $ds$ amplitude in the lower state, $E_-/V=0.488$. The $d^2$ weight is

$$\frac{0.488^2}{1+0.488^2}\approx0.19 .$$

For $|V|\ll\Delta$, expansion of the root gives the shift

$$\sqrt{\frac{\Delta^2}4+V^2}-\frac\Delta2=\frac{V^2}\Delta-\frac{V^4}{\Delta^3}+\cdots .$$

The leading term is 4093 cm⁻¹, which exceeds the two-level shift by 31% of that shift. The estimate is poor because $|V|/\Delta=0.64$ is not small. In the opposite limit, $\Delta\to0$, the levels separate to $\pm|V|$ and each state is an equal mixture.

In this model the lower ${}^1D$ is mainly $ds$, yet its energy cannot be read from the $ds$ configuration alone. The level $ds\,{}^3D$ receives no such shift from $d^2$, so the mixing moves the singlet down relative to the triplet by the full 3120 cm⁻¹. The model leaves out other configurations that contain ${}^1D$, such as $p^2$, as well as spin–orbit coupling and any difference between the best orbitals of the two configurations. Suppose that only the d orbital differs, being $d$ in $d^N$ and $d'$ in $d'^{N-1}s$, while the closed shells stay the same and orthogonal to both. The s orbital is still orthogonal to every d orbital by angular symmetry, so the angular coefficients survive. The integral becomes $R^2(dd,d's)$, and each of the $N-2$ d electrons that take no part contributes a factor $\langle d|d'\rangle$. If the closed shells also differ, their overlaps must be included as well, and closed s shells can bring in further radial integrals.

## Computed values

```
<d||C2||d> = -1.195229, <d||C2||s> = 1.000000 (no unit)
d2 1D - ds 1D coupling / R2 = -0.338062 (no unit)
pairs compared, N=2,3,4,9: [1, 7, 19, 1]
Couplings in units of R2; v = seniority; rows: parent, cfp, U2, part
d3 2P v=3 - d2(3P)s: total 0.507093, square 0.257143
   3P: 0.483046, -0.916515, 0.236643
   3F: -0.516398, 0.979796, 0.270449
d3 2D v=3 - d2(1D)s: total 0.234738, square 0.055102
   1D: 0.566947, -0.428571, 0.100602
   1G: -0.422577, 0.766652, 0.134136
d3 2D v=1 - d2(1D)s: total -0.119523, square 0.014286
   1S: 0.516398, 0.894427, -0.191237
   1D: -0.288675, -0.428571, -0.051224
   1G: -0.387298, 0.766652, 0.122938
d3 2F v=3 - d2(3F)s: total 0.271052, square 0.073469
   3P: -0.632456, 0.979796, 0.216842
   3F: -0.316228, 0.489898, 0.054210
d3 2G v=3 - d2(1G)s: total 0.202031, square 0.040816
   1D: 0.487950, 0.766652, -0.115446
   1G: -0.511766, 2.010178, 0.317477
d3 4P v=3 - d2(3P)s: total 0.000000, square 0.000000
   3P: 0.730297, -0.916515, 0.357771
   3F: 0.683130, 0.979796, -0.357771
d3 4F v=3 - d2(3F)s: total 0.000000, square 0.000000
   3P: 0.447214, 0.979796, -0.153330
   3F: -0.894427, 0.489898, 0.153330
d9 2D v=1 - d8(1D)s: total 0.239046, square 0.057143
   1S: 0.149071, -0.894427, 0.095618
   1D: 0.333333, 0.428571, -0.102448
   1G: -0.447214, 0.766652, 0.245876
model exponents d, s = 2.5, 1.2 1/bohr
mean radii d, s = 1.400, 3.750 bohr
R2(dd,ds) = 18924.5 cm^-1 (= 0.086226 hartree)
coupling d2 1D - ds 1D = -6397.7 cm^-1
unmixed levels: ds 1D 0, d2 1D 10000 cm^-1
mixed levels = -3119.7, 13119.7 cm^-1
level shift = 3119.7 cm^-1
weak-coupling shift V^2/gap = 4093.0 cm^-1
d2 weight in lower level = 19.21 percent
```
